# Mean adjacent-gap ratio: three-level Gaussian orthogonal matrices versus large ones: verification in Python

```python
"""
Result under test: for a 3x3 real symmetric Gaussian (GOE) matrix with ordered
levels e1<e2<e3 and gaps x=e2-e1, y=e3-e2, the folded gap ratio
rho = min(x,y)/max(x,y) has density (27/4) rho(1+rho)/(1+rho+rho^2)^(5/2)
on [0,1] and mean 4-2*sqrt(3). Large GOE matrices have a slightly lower mean.
Matrix weight: exp(-tr H^2 / 2). SE = standard error of a sampled mean.
W = full width of the uniform site disorder, t = hopping of a cubic lattice.
All quantities are dimensionless.
"""
import numpy as np
from scipy.integrate import quad, dblquad
from scipy.spatial.transform import Rotation

rng = np.random.default_rng(20240)
exact_mean = 4 - 2 * np.sqrt(3)
poisson_mean = 2 * np.log(2) - 1


def folded_density(r):
    return 27 / 4 * r * (1 + r) / (1 + r + r * r) ** 2.5


def folded_cdf(r):
    u, q = r + 0.5, 1 + r + r * r
    return 1 + (u**3 - 9 * u / 4) / q**1.5


def mean_antiderivative(r):
    u, q = r + 0.5, 1 + r + r * r
    return -q**-0.5 + q**-1.5 * (1 / 3 + u / 6 - 2 * u**3 / 27)


def gap_density(x, y):
    return x * y * (x + y) * np.exp(-(x * x + x * y + y * y) / 3)


# Jacobian from (levels, angles) to the six independent matrix entries
def matrix_entries(p):
    rot = Rotation.from_euler("xyz", p[3:]).as_matrix()
    return (rot @ np.diag(p[:3]) @ rot.T)[np.triu_indices(3)]


def jacobian_over_vandermonde(levels):
    p = np.array(list(levels) + [0.4, 0.7, -0.3])
    h = 1e-5
    cols = [(matrix_entries(p + h * d) - matrix_entries(p - h * d)) / (2 * h)
            for d in np.eye(6)]
    a, b, c = levels
    return abs(np.linalg.det(np.array(cols))) / abs((b - a) * (c - b) * (c - a))


jac_a = jacobian_over_vandermonde((-1.0, 0.3, 2.0))
jac_b = jacobian_over_vandermonde((0.0, 1.0, 1.7))
assert abs(jac_a / jac_b - 1) < 1e-6


# Gap density from the level density, integrating over the lowest level
def gap_density_direct(x, y):
    def f(e):
        s = e**2 + (e + x)**2 + (e + x + y)**2
        return x * y * (x + y) * np.exp(-s / 2)
    return quad(f, -12, 10, epsabs=1e-12, limit=200)[0]


shape = [gap_density_direct(x, y) / gap_density(x, y)
         for x, y in ((0.5, 1.2), (2.0, 0.7), (1.5, 1.9))]
assert np.ptp(shape) / np.mean(shape) < 1e-7

# Mean ratio and unfolded ratio density by quadrature of the gap density
half_norm = dblquad(lambda y, x: gap_density(x, y), 0, 15, 0, lambda x: x)[0]
half_mean = dblquad(lambda y, x: y / x * gap_density(x, y) if x > 0 else 0.0,
                    0, 15, 0, lambda x: x)[0]
quad_mean = half_mean / half_norm
assert abs(quad_mean - exact_mean) < 1e-7
for r in (0.3, 0.8, 2.5):
    p_r = quad(lambda x: x * gap_density(x, r * x), 0, 25, limit=200)[0]
    assert abs(p_r / (2 * half_norm) - folded_density(r) / 2) < 1e-7
    assert abs(folded_density(r) - folded_density(1 / r) / r**2) < 1e-12

# Antiderivatives on part of the interval, and normalization
part_mean = quad(lambda r: r * folded_density(r), 0.2, 0.7)[0]
part_prob = quad(folded_density, 0.2, 0.7)[0]
assert abs(27 / 4 * (mean_antiderivative(0.7) - mean_antiderivative(0.2))
           - part_mean) < 1e-10
assert abs(folded_cdf(0.7) - folded_cdf(0.2) - part_prob) < 1e-10
norm = quad(folded_density, 0, 1)[0]
assert abs(norm - 1) < 1e-10


# Sampled spectra
def goe_levels(size, count):
    out = []
    chunk = max(1, 2_000_000 // size**2)
    while count > 0:
        m = min(chunk, count)
        a = rng.standard_normal((m, size, size))
        out.append(np.linalg.eigvalsh((a + a.transpose(0, 2, 1)) / 2))
        count -= m
    return np.concatenate(out)


def gap_ratios(levels, cut=0.25):
    gaps = np.diff(levels, axis=1)
    r = (np.minimum(gaps[:, 1:], gaps[:, :-1])
         / np.maximum(gaps[:, 1:], gaps[:, :-1]))
    drop = int(cut * r.shape[1])
    return r[:, drop:r.shape[1] - drop]


def mean_and_error(r):
    rows = r.mean(axis=1)
    return rows.mean(), rows.std(ddof=1) / np.sqrt(len(rows))


def cdf_distance(r):
    s = np.sort(r.ravel())
    n = len(s)
    f = folded_cdf(s)
    return max(np.max(np.arange(1, n + 1) / n - f), np.max(f - np.arange(n) / n))


counts = {3: 400000, 4: 150000, 10: 40000, 40: 6000, 100: 3000, 200: 600}
ratios = {n: gap_ratios(goe_levels(n, m)) for n, m in counts.items()}
stats = {n: mean_and_error(r) for n, r in ratios.items()}
dist3, dist100 = cdf_distance(ratios[3]), cdf_distance(ratios[100])
assert abs(stats[3][0] - exact_mean) < 4.5 * stats[3][1]
assert dist3 < 2.3 / np.sqrt(counts[3])  # sampling bound for a true law
large, large_se = stats[100]
assert exact_mean - large > 3 * large_se
assert abs(exact_mean - large) < 0.01
assert abs(stats[200][0] - large) < 4.5 * np.hypot(stats[200][1], large_se)

# Independent levels
poisson_r = gap_ratios(np.sort(rng.random((3000, 200)), axis=1))
poi, poi_se = mean_and_error(poisson_r)
assert abs(poi - poisson_mean) < 4.5 * poi_se
poisson_small = np.mean(poisson_r < 0.1)
poisson_small_formula = quad(lambda r: 2 / (1 + r)**2, 0, 0.1)[0]
assert abs(poisson_small - poisson_small_formula) < 0.005

# Two independent GOE blocks merged into one spectrum
merged = np.sort(np.hstack([goe_levels(100, 600), goe_levels(100, 600)]), axis=1)
mix, mix_se = mean_and_error(gap_ratios(merged))
assert poisson_mean + 5 * mix_se < mix < large - 5 * mix_se
assert large - mix > 5 * (exact_mean - large)

# Cubic Anderson lattice, periodic boundaries, hopping t = 1
side, samples = 8, 40
ring = np.roll(np.eye(side), 1, axis=0)
ring = ring + ring.T
one = np.eye(side)
hopping = -(np.kron(np.kron(ring, one), one) + np.kron(np.kron(one, ring), one)
            + np.kron(np.kron(one, one), ring))


def anderson(width):
    levels = [np.linalg.eigvalsh(
        hopping + np.diag(width * (rng.random(side**3) - 0.5)))
        for _ in range(samples)]
    return mean_and_error(gap_ratios(np.array(levels), cut=1 / 3))


weak, weak_se = anderson(10.0)
strong, strong_se = anderson(60.0)
# margins allow for sampling error and for the small lattice
assert abs(weak - large) < 0.02
assert abs(strong - poisson_mean) < 0.025

print("All values are dimensionless")
print(f"exact three-level mean 4-2sqrt(3): {exact_mean:.6f}")
print(f"same mean by 2D quadrature of gap density: {quad_mean:.6f}")
print(f"normalization integral of folded density: {norm:.6f}")
print(f"mean antiderivative at r=0: {mean_antiderivative(0.0):.6f}")
print(f"mean antiderivative at r=1: {mean_antiderivative(1.0):.6f}")
print(f"Jacobian/level product, spectrum A: {jac_a:.6f}")
print(f"Jacobian/level product, spectrum B: {jac_b:.6f}")
for n, (m, se) in stats.items():
    print(f"GOE size {n}: matrices {counts[n]}, mean {m:.5f}, SE {se:.5f}")
print(f"three-level minus size-100 mean: {exact_mean - large:.5f}")
print(f"same, percent of size-100 mean: {100 * (exact_mean / large - 1):.2f}")
print(f"same, in standard errors: {(exact_mean - large) / large_se:.1f}")
print(f"largest CDF difference, size 3 vs formula: {dist3:.5f}")
print(f"largest CDF difference, size 100 vs formula: {dist100:.5f}")
print(f"P(rho<0.1), three-level formula: {folded_cdf(0.1):.4f}")
print(f"P(rho<0.1), GOE size 100: {np.mean(ratios[100] < 0.1):.4f}")
print(f"P(rho<0.1), independent levels, formula: {poisson_small_formula:.4f}")
print(f"P(rho<0.1), independent levels, sampled: {poisson_small:.4f}")
print(f"independent-level mean 2ln2-1: {poisson_mean:.6f}")
print(f"independent-level mean, sampled: {poi:.5f}, SE {poi_se:.5f}")
print(f"two merged GOE blocks of size 100: {mix:.5f}, SE {mix_se:.5f}")
print(f"drop caused by merging: {large - mix:.5f}")
print(f"Anderson lattice sites: {side**3}, samples per W: {samples}")
print(f"Anderson W/t=10, middle third: {weak:.4f}, SE {weak_se:.4f}")
print(f"Anderson W/t=60, middle third: {strong:.4f}, SE {strong_se:.4f}")
print("done: every assertion held")
```

Running it gives:

```
All values are dimensionless
exact three-level mean 4-2sqrt(3): 0.535898
same mean by 2D quadrature of gap density: 0.535898
normalization integral of folded density: 1.000000
mean antiderivative at r=0: -0.592593
mean antiderivative at r=1: -0.513200
Jacobian/level product, spectrum A: 0.764842
Jacobian/level product, spectrum B: 0.764842
GOE size 3: matrices 400000, mean 0.53573, SE 0.00040
GOE size 4: matrices 150000, mean 0.53136, SE 0.00052
GOE size 10: matrices 40000, mean 0.53061, SE 0.00074
GOE size 40: matrices 6000, mean 0.53176, SE 0.00088
GOE size 100: matrices 3000, mean 0.53023, SE 0.00078
GOE size 200: matrices 600, mean 0.53301, SE 0.00126
three-level minus size-100 mean: 0.00566
same, percent of size-100 mean: 1.07
same, in standard errors: 7.2
largest CDF difference, size 3 vs formula: 0.00085
largest CDF difference, size 100 vs formula: 0.01121
P(rho<0.1), three-level formula: 0.0303
P(rho<0.1), GOE size 100: 0.0320
P(rho<0.1), independent levels, formula: 0.1818
P(rho<0.1), independent levels, sampled: 0.1828
independent-level mean 2ln2-1: 0.386294
independent-level mean, sampled: 0.38540, SE 0.00058
two merged GOE blocks of size 100: 0.42438, SE 0.00141
drop caused by merging: 0.10586
Anderson lattice sites: 512, samples per W: 40
Anderson W/t=10, middle third: 0.5304, SE 0.0039
Anderson W/t=60, middle third: 0.3964, SE 0.0032
done: every assertion held
```
